# Second-Order Stark Shifts and K Doublets of Asymmetric Tops

A rigid asymmetric top has rotational constants $A>B>C$, principal axes $a,b,c$ and permanent dipole components $\mu_a,\mu_b,\mu_c$ along them. A static field $F$ points along the space-fixed axis $Z$. Nuclear spin, centrifugal distortion and the electronic polarizability are left out. With $\hbar=1$ in the angular momenta and energies in frequency units,

$$H_0=AJ_a^2+BJ_b^2+CJ_c^2,\qquad H'=-F\sum_{g=a,b,c}\mu_g\Phi_{Zg}.$$

Here $\Phi_{sg}$ is the cosine of the angle between the space axis $s=X,Y,Z$ and the body axis $g$. A field-free state is $|J\tau M\rangle$, where $\tau$ numbers the $2J+1$ levels of one $J$. Their energies $E_{J\tau}$ do not depend on $M$. The line strength is

$$S_g(J\tau;J'\tau')=\sum_{s,M,M'}|\langle J\tau M|\Phi_{sg}|J'\tau'M'\rangle|^2 .$$

The problem is to express the Stark shift through these line strengths, and to find what happens when two levels of the same $J$ lie close together.

## (a) Which terms appear at first and second order?

**Question.** Show that a level without accidental degeneracy has no first-order shift, and that the second-order shift contains no products $\mu_g\mu_{g'}$ with $g\ne g'$.

**Solution.** Let $R_g$ be the rotation of the body by $\pi$ about its axis $g$. It reverses the other two body components of $\mathbf J$, so it leaves $H_0$ unchanged. For integer $J$, $R_g^2=1$. A non-degenerate level therefore has a definite sign, $+1$ or $-1$, under each $R_g$.

The cosine $\Phi_{Zg}$ is even under $R_g$ and odd under the other two rotations. Its diagonal elements vanish, because inserting one of those other rotations changes their sign. There is no first-order shift.

A cross term at second order would contain $\langle n|\Phi_{Zg}|m\rangle\langle m|\Phi_{Zg'}|n\rangle$. The first factor requires $n$ and $m$ to have equal signs under $R_g$. The second requires opposite signs under $R_g$, since $\Phi_{Zg'}$ is odd there. The product is zero.

Because $H'$ commutes with $J_Z$, each $M$ can be treated separately, and second-order perturbation theory gives

$$\Delta E=F^2\sum_{g}\mu_g^2\sum_{J'\tau'}\frac{|\langle J\tau M|\Phi_{Zg}|J'\tau'M\rangle|^2}{E_{J\tau}-E_{J'\tau'}}. \tag{1}$$

This requires every coupling to be small compared with its energy gap.

## (b) How do the matrix elements depend on $M$?

**Question.** Find this dependence for each allowed $J'$.

**Solution.** For fixed $g$, the three cosines $T_s=\Phi_{sg}$ form a vector in space, so $[J_X,T_Y]=iT_Z$ and cyclic permutations hold. With $T_+=T_X+iT_Y$ and $J_\pm=J_X\pm iJ_Y$, these relations give

$$[J_+,T_+]=0,\qquad [J_-,T_+]=-2T_Z .$$

These commutators show that $T_Z$ changes $J$ by at most one. For $J'\ge J+2$ put $u(M)=\langle J',M+1|T_+|J,M\rangle$. The element of $[J_+,T_+]=0$ between $|J,M\rangle$ and $\langle J',M+2|$ is $\sqrt{(J'-M-1)(J'+M+2)}\,u(M)=\sqrt{(J-M)(J+M+1)}\,u(M+1)$. The root on the left is nonzero for every $M$ from $-J$ to $J$, and the right side vanishes at $M=J$. Hence $u(J)=0$ and, stepping down, every $u(M)=0$. The second commutator then makes the elements of $T_Z$ vanish, and since $T_Z$ is Hermitian the same holds for $J'\le J-2$. Take first a final state with $J+1$, and write $t(M)=\langle J+1,M+1|T_+|J,M\rangle$, suppressing $\tau$. The element of $[J_+,T_+]=0$ between $|J,M\rangle$ and $\langle J+1,M+2|$ is

$$\sqrt{(J-M)(J+M+3)}\;t(M)=\sqrt{(J-M)(J+M+1)}\;t(M+1).$$

For $M<J$ the factor $\sqrt{J-M}$ cancels, and the recursion is solved by $t(M)=k\sqrt{(J+M+1)(J+M+2)}$, with $k$ independent of $M$. The second commutator then gives

$$\begin{aligned}
\langle J+1,M|T_Z|J,M\rangle
&=-\tfrac12\Big[\sqrt{(J+M+2)(J-M+1)}\,t(M)\\
&\qquad\ -\sqrt{(J+M)(J-M+1)}\,t(M-1)\Big]\\
&=-\tfrac k2\sqrt{(J+1)^2-M^2}\,\big[(J+M+2)-(J+M)\big]\\
&=-k\sqrt{(J+1)^2-M^2}.
\end{aligned}$$

For $J'=J$, the same first commutator gives $t(M)=k'\sqrt{(J-M)(J+M+1)}$, and

$$\langle J,M|T_Z|J,M\rangle=-\tfrac{k'}2\big[(J-M)(J+M+1)-(J+M)(J-M+1)\big]=k'M .$$

For $J'=J-1$, exchange the two states and replace $J$ by $J-1$ in the first result. The squared elements are thus proportional to

$$J^2-M^2,\qquad M^2,\qquad (J+1)^2-M^2$$

for $J'=J-1,\;J,\;J+1$ respectively.

## (c) What fixes the constants of proportionality?

**Question.** Express the squared elements through $S_g$.

**Solution.** Turning the space axes only mixes the $M$ states of each level unitarily. Summed over $M$ and $M'$, the axes $X$, $Y$ and $Z$ therefore contribute equally. Since $\Phi_{Zg}$ conserves $M$,

$$S_g=3\sum_M|\langle J\tau M|\Phi_{Zg}|J'\tau'M\rangle|^2 .$$

We need $\sum_{M=-J}^{J}M^2=J(J+1)(2J+1)/3$. It follows that

$$\begin{aligned}
3\sum_M(J^2-M^2)&=J(2J+1)[3J-(J+1)]=J(4J^2-1),\\
3\sum_M[(J+1)^2-M^2]&=(J+1)(2J+1)[3(J+1)-J]\\
&=(J+1)(2J+1)(2J+3).
\end{aligned}$$

Hence $|\langle J\tau M|\Phi_{Zg}|J'\tau'M\rangle|^2=S_g\,w_{J'}(M)$, with

$$w_{J-1}=\frac{J^2-M^2}{J(4J^2-1)},\quad w_J=\frac{M^2}{J(J+1)(2J+1)},\quad w_{J+1}=\frac{(J+1)^2-M^2}{(J+1)(2J+1)(2J+3)}.$$

The normalization can be checked by completeness. Since $\sum_s\Phi_{sg}^2=1$, the sum of $S_g$ over all final levels must be $2J+1$.

## (d) What is the second-order shift?

**Question.** Collect the powers of $M$.

**Solution.** Define a sum for each final $J'$, omitting the level itself when $J'=J$:

$$\Sigma_{J'}=\sum_{g,\tau'}\frac{\mu_g^2S_g(J\tau;J'\tau')}{E_{J\tau}-E_{J'\tau'}} .$$

Inserting the weights into (1) gives the Golden–Wilson form $\Delta E=F^2(\mathcal A+\mathcal BM^2)$. For $J\ge1$,

$$\mathcal A=\frac{J\,\Sigma_{J-1}}{4J^2-1}+\frac{(J+1)\Sigma_{J+1}}{(2J+1)(2J+3)},\tag{2}$$

$$\mathcal B=-\frac{\Sigma_{J-1}}{J(4J^2-1)}+\frac{\Sigma_J}{J(J+1)(2J+1)}-\frac{\Sigma_{J+1}}{(J+1)(2J+1)(2J+3)}.\tag{3}$$

For $J=0$, only $M=0$ exists and $\Delta E=F^2\Sigma_1/3$. Levels of the same $J$ contribute to $\mathcal B$ but not to $\mathcal A$, because their coupling is proportional to $M$. A small gap within one $J$ therefore makes $\mathcal B$ large, provided some $\mu_g^2S_g$ between the two levels is nonzero.

## (e) How small can the gaps within one $J$ be?

**Question.** For a near-prolate top, $B-C\ll A-B$, find the doublet gaps for $J=2$, and the order in $B-C$ for general $K$.

**Solution.** Put $\delta=B-C$, $D=A-(B+C)/2$ and $P_\pm=J_b\pm iJ_c$. Since $P_+^2+P_-^2=2(J_b^2-J_c^2)$,

$$H_0=\frac{B+C}{2}\mathbf J^2+DJ_a^2+\frac\delta4\,(P_+^2+P_-^2).$$

The last term changes $K$, the eigenvalue of $J_a$, by two. Each $P_\pm$ changes it by one, with the usual square-root elements. Without the last term, $K$ and $-K$ are degenerate.

For $J=2$, the states $K=1$ and $-1$ are coupled by $(\delta/4)\sqrt6\sqrt6=3\delta/2$ and by nothing else. Their gap is $3\delta$.

For $K=2$, form $|2^\pm\rangle=(|2\rangle\pm|{-2}\rangle)/\sqrt2$. The state $|2^-\rangle$ stays at $3(B+C)+4D$. The state $|2^+\rangle$ couples to $|0\rangle$ with strength $\sqrt2\,(\delta/4)\sqrt6\cdot2=\sqrt3\,\delta$. The upper root of this pair is $3(B+C)+2D+\sqrt{4D^2+3\delta^2}$, so

$$\Delta_{K=2}=2\left[\sqrt{D^2+\tfrac34\delta^2}-D\right]\simeq\frac{3\delta^2}{4D}.$$

For general $K$, going from $K$ to $-K$ takes at least $K$ steps of two. Shifts of lower order in $\delta$ are equal for $K$ and $-K$ and cancel from the gap. At leading order there is one shortest path, with nonzero links, so the gap scales as $(B-C)^K$. This is the leading order at fixed $J$. The links grow roughly as $\delta J(J+1)/4$ and must stay small compared with the spacings between different $K$, which are a few times $D$. At large $J$ the law fails first for low $K$. With the constants of part (g) and $J=30$, halving $\delta$ at fixed $A$ and $B+C$ reduces the $K=2$ gap by a factor of about 2.6 rather than 4. High-$K$ doublets can be very narrow.

## (f) What replaces the quadratic law for a close doublet?

**Question.** Find which dipole component couples the partners, derive their energies in the field, and identify the linear regime.

**Solution.** $H_0$ preserves the parity of $K$, and both partners have the same parity. $\Phi_{Zb}$ and $\Phi_{Zc}$ change $K$ by one and cannot couple them. $\Phi_{Za}$ conserves $K$ and can. For a near-oblate top the roles of $a$ and $c$ are exchanged.

The strength of the coupling follows from part (b). Within one $J$, the elements of $T_+$ and $T_Z$ have the same $M$ dependence as those of $J_+$ and $J_Z$. Thus $\Phi_{sa}=J_sG$, where $G$ acts on $K$ alone. Projecting $\mathbf J$ on the body axis gives $J_a=\sum_s\Phi_{sa}J_s=J(J+1)G$, and therefore

$$\Phi_{Za}=\frac{J_ZJ_a}{J(J+1)}\quad\text{within one }J .$$

In the symmetric-top limit the partners are $|K^\pm\rangle$, and $\langle K^+|J_a|K^-\rangle=K$. The squared coupling is $K^2M^2/[J(J+1)]^2$. Dividing by $w_J$ gives $S_a\to K^2(2J+1)/[J(J+1)]$.

For the real doublet, with gap $\Delta$,

$$|V|=\mu_aF|M|\sqrt{\frac{S_a}{J(J+1)(2J+1)}}\;\longrightarrow\;\mu_aF\frac{K|M|}{J(J+1)}.\tag{4}$$

Suppose that all other levels coupled to the pair by the field are far away. They shift the partners to $e_1$ and $e_2$, which are given by (2) and (3) with the partner omitted. Could they also couple the partners at order $F^2$? The partners have equal signs under $R_a$ and opposite signs under $R_b$. Among products of two cosines, only $\Phi_{Zb}\Phi_{Zc}$ has that symmetry. If $\mu_b\mu_c=0$, as assumed from here on, this coupling is absent. Diagonalizing the remaining $2\times2$ matrix gives

$$E_\pm=\frac{e_1+e_2}2\pm\sqrt{\frac{(e_1-e_2)^2}4+V^2}.\tag{5}$$

To see the two regimes, neglect the small shifts from other levels. The partners move by $\pm(\sqrt{\Delta^2/4+V^2}-\Delta/2)$, so

$$|V|\ll\frac\Delta2:\quad \pm\left(\frac{V^2}\Delta-\frac{V^4}{\Delta^3}+\dots\right),\qquad
|V|\gg\frac\Delta2:\quad \pm\left(|V|-\frac\Delta2+\dots\right).$$

The term $V^2/\Delta$ is the partner's contribution to $F^2\mathcal BM^2$. It diverges as $\Delta\to0$, but (5) does not.

The linear shift is restored in a limited sense. For any nonzero $\Delta$, the response at sufficiently weak field is quadratic. The change of regime is gradual. We take as the crossover $|V|=\Delta/2$, where the field-free gap and the coupling contribute equally under the root. For $|V|\gg\Delta/2$, the field mixes the partners almost equally into states with $K$ near $+K$ or $-K$, which carry a dipole component along $Z$. The shift is then linear with an offset $\Delta/2$. This needs $M\ne0$ and $\mu_a\ne0$. The couplings to all other levels must remain small compared with their gaps, and the quadratic shifts they cause must remain small compared with $|V|$. If $\mu_a$ is much smaller than $\mu_b$ or $\mu_c$, the last condition can fail.

## (g) Where does the change occur in a numerical case?

**Question.** Take a model top with $A=60000$, $B=10000$, $C=9000$ MHz, $\mu_a=1.0$ D, $\mu_b=0.5$ D and $\mu_c=0$. Compare the $K=1$ and $K=2$ doublets of $J=2$ for $|M|=2$ in fields up to 1 kV/cm.

**Solution.** Levels are labelled $J_{K_aK_c}$, where $K_a$ and $K_c$ are the values of $|K|$ in the prolate and oblate limits. Here $\delta=1000$ MHz and $D=50500$ MHz. The gap between $2_{12}$ and $2_{11}$ is $3\delta=3000$ MHz. The gap between $2_{21}$ and $2_{20}$ is about $3\times1000^2/(4\times50500)=14.85$ MHz.

One debye times 1 kV/cm corresponds to 503.4 MHz. The computed line strength of the $K=2$ pair is $S_a=3.3331$, close to the symmetric-top value $4\times5/6=3.3333$. From (4),

$$\frac{|V|}{F|M|}=503.4\sqrt{\frac{3.3331}{30}}=167.8\ \text{MHz/(kV/cm)}.$$

The partner's part of $\mathcal B$ for $2_{20}$ is $167.8^2/14.85\approx1896$ MHz/(kV/cm)². All other levels together add only 0.07 in the same unit. For $|M|=2$, the crossover $|V|=\Delta/2$ lies at

$$F=\frac{14.85}{2\times2\times167.8}=0.0221\ \text{kV/cm}.$$

The shifts of $2_{20}$ for $|M|=2$, in MHz, are:

| $F$ (kV/cm) | full matrix | Eq. (5) | $F^2(\mathcal A+\mathcal BM^2)$ |
|---|---|---|---|
| 0.002 | 0.030 | 0.030 | 0.030 |
| 0.010 | 0.72 | 0.72 | 0.76 |
| 0.050 | 10.9 | 10.9 | 19.0 |
| 0.200 | 60.1 | 60.1 | 303 |
| 1.000 | 327.9 | 327.9 | 7584 |

At 1 kV/cm the quadratic formula is too large by a factor of about 23. Half the separation of the partners there grows at 335.5 MHz/(kV/cm), equivalent to an effective dipole of 0.6665 D. The symmetric-top value is $\mu_aK|M|/[J(J+1)]=1.0\times2\times2/6=0.6667$ D.

The $K=1$ doublet behaves differently in the same field. Its line strength is $5/6$, so at 1 kV/cm and $|M|=2$ the coupling is $|V|=503.4\times2/6=167.8$ MHz, far below half its gap. The full matrix shifts $2_{11}$ by 9.13 MHz, and the quadratic formula gives 9.17 MHz. Most of the difference is the next term, $-V^4/\Delta^3=-167.8^4/3000^3\approx-0.03$ MHz.

Two controls show that the linear shift of this doublet needs both $M\ne0$ and $\mu_a\ne0$. The rule concerns $K$ doublets of a near-prolate top. An accidental near coincidence of levels with $J$ and $J\pm1$ can give a linear shift at $M=0$, or through $\mu_b$ or $\mu_c$, because $w_{J\pm1}$ need not vanish at $M=0$. For $M=0$, the $2_{20}$ level moves by only $-0.60$ MHz at 1 kV/cm. With $\mu_a$ set to zero and $|M|=2$, it moves by 0.03 MHz. In both cases, doubling the field from 0.5 to 1 kV/cm multiplies the shift by 4.00, so the response remains quadratic although the doublet is just as narrow.

The numerical check obtains the direction cosines by quadrature. It also tests (2) and (3) against diagonalization in the field for a strongly asymmetric top with all three dipole components.

## Numbers as computed

```
Model A, B, C = 60000, 10000, 9000 MHz
Dipole a, b, c = 1.0, 0.5, 0.0 D
1 D times 1 kV/cm = 503.4117 MHz
Test top: largest error of a + b M^2 = 4.8e-09 (no units)
2_02: energy 56985.150 MHz; a = 0.1682, b = -0.3160 MHz/(kV/cm)^2
2_12: energy 106000.000 MHz; a = -0.2894, b = -2.5363 MHz/(kV/cm)^2
2_11: energy 109000.000 MHz; a = 0.2656, b = 2.2249 MHz/(kV/cm)^2
2_21: energy 259000.000 MHz; a = -0.6016, b = -1895.9127 MHz/(kV/cm)^2
2_20: energy 259014.850 MHz; a = -0.6031, b = 1896.0516 MHz/(kV/cm)^2
J=2 gap, K=1: 3000.000 MHz; K=2: 14.8504 MHz
J=3 K=1 gap 5999.8621 MHz; falls by 2.000 when B-C is halved
J=3 K=2 gap 74.2301 MHz; falls by 3.999 when B-C is halved
J=3 K=3 gap 0.1379 MHz; falls by 8.000 when B-C is halved
Line strength S_a, J=2: K=1 pair 0.83333, K=2 pair 3.33309
Symmetric-top limit of S_a for K=2: 3.33333
K=2 coupling |V|/(field |M|) = 167.7977 MHz/(kV/cm)
Partner part of b for 2_20: 1895.9817 MHz/(kV/cm)^2
2_21 without partner: a = -0.6016, b = 0.0690 MHz/(kV/cm)^2
2_20 without partner: a = -0.6031, b = 0.0699 MHz/(kV/cm)^2
Crossover field: M=1 0.04425, M=2 0.02213 kV/cm
Half splitting over half gap at M=2 crossover: 1.41421
K=2 doublet, M=2, shifts in MHz (diag = full diagonalization)
field kV/cm | 2_21 diag | 2_20 diag | 2_20 two-level | 2_20 a+bM^2
0.002 | -0.0303 | 0.0303 | 0.0303 | 0.0303
0.010 | -0.7232 | 0.7231 | 0.7231 | 0.7584
0.050 | -10.9248 | 10.9232 | 10.9232 | 18.9590
0.200 | -60.1163 | 60.0904 | 60.0904 | 303.3441
1.000 | -328.5758 | 327.9270 | 327.9280 | 7583.6034
Half-splitting slope, M=2, 1 kV/cm: 335.510 MHz/(kV/cm)
Same slope as an effective dipole: 0.6665 D
Symmetric-top slope: 335.608 MHz/(kV/cm)
2_12, M=2, 1 kV/cm: diag -10.4022, a+bM^2 -10.4348 MHz
2_11, M=2, 1 kV/cm: diag 9.1323, a+bM^2 9.1652 MHz
2_20, M=0, 1 kV/cm: -0.6031 MHz; ratio to 0.5 kV/cm 4.0000
2_20, M=2, b dipole only, 1 kV/cm: 0.0291 MHz; ratio 4.0000
```
